# Classical thermal elongation of a one-dimensional Morse bond

## Question

I am working on thermal expansion of metal contacts in chips and am stuck on what should be a warm-up exercise. Two atoms are joined by a Morse bond that can move only along its own line,

\[
V(x)=D\left(1-e^{-ax}\right)^2,\qquad D=1\ \text{eV},\quad a=1.4\ \text{Å}^{-1},
\]

where \(x\) is the stretch from the potential minimum. I am to show that the leading classical thermal elongation at 300 K is 0.014 Å.

In the harmonic approximation I get \(\langle x\rangle=0\), so the answer must come from anharmonicity. But I do not see where to stop: the cubic and quartic coefficients are both of the same size as the quadratic one. When I try to avoid the expansion and integrate the full Boltzmann factor over all \(x\), the integral diverges. So which average is meant, which terms count, and how good is the result? I would also like to know whether I may use the number for a real metal contact.

## Answer

The divergence is real, so the average has to be defined first. After that, a change of scale shows which terms count.

### Which average is meant

With no applied force, the classical mean stretch is

\[
\langle x\rangle=\frac{\int_{-\infty}^{L}x\,e^{-V(x)/k_BT}\,dx}{\int_{-\infty}^{L}e^{-V(x)/k_BT}\,dx}.
\]

The kinetic energy does not depend on \(x\), so its factor cancels. The upper limit \(L\) is needed because \(V\to D\) at large \(x\): the Boltzmann factor tends to the constant \(e^{-D/k_BT}\) instead of zero, and both integrals grow without limit as \(L\to\infty\). Physically, a single bond in an infinite line spends almost all its time broken.

The thermal elongation of the *bond* is the average with \(L\) placed outside the well but not enormously far away. This is well defined when \(k_BT\ll D\). Here

\[
k_BT=0.025852\ \text{eV},\qquad t\equiv\frac{k_BT}{D}=0.025852,
\]

so the weight of the broken state carries a factor \(e^{-1/t}=e^{-38.7}\). I return below to how large \(L\) may be.

### Which terms count

Let \(y=ax\). From \(1-e^{-y}=y-\tfrac12y^2+\tfrac16y^3-\dots\), squaring gives

\[
\left(1-e^{-y}\right)^2=y^2-y^3+\left(\tfrac14+\tfrac13\right)y^4+\dots=y^2-y^3+\tfrac7{12}y^4+\dots
\]

In terms of \(x\), this is \(V=cx^2-gx^3+fx^4+\dots\) with

\[
c=Da^2=1.96\ \text{eV/Å}^2,\quad g=Da^3=2.74\ \text{eV/Å}^3,\quad f=\tfrac7{12}Da^4=2.24\ \text{eV/Å}^4.
\]

The coefficients are indeed similar in size, but they multiply different powers of a small displacement. The harmonic weight \(e^{-y^2/t}\) confines \(y\) to a width of order \(\sqrt t\), so set \(y=\sqrt t\,z\) with \(z\) of order one:

\[
\frac{V}{k_BT}=\frac{1}{t}\left(y^2-y^3+\tfrac7{12}y^4+\dots\right)=z^2-\sqrt t\,z^3+\tfrac7{12}t\,z^4+\dots
\]

Each further power of \(x\) costs a factor \(\sqrt t\). Expanding the exponential of the small terms gives

\[
e^{-V/k_BT}=e^{-z^2}\left[1+\sqrt t\,z^3+t\left(\tfrac12z^6-\tfrac7{12}z^4\right)+O(t^{3/2})\right].
\]

The plus sign before \(z^3\) comes from the minus sign of the cubic term in \(V\): stretching costs less energy than compression by the same amount, so it is more probable.

### The leading elongation

Write \(\langle\cdot\rangle_0\) for averages with the weight \(e^{-z^2}\). Integration by parts gives \(\langle z^{n+2}\rangle_0=\tfrac{n+1}{2}\langle z^n\rangle_0\), hence \(\langle z^2\rangle_0=\tfrac12\) and \(\langle z^4\rangle_0=\tfrac34\). Odd moments vanish.

In the numerator of \(\langle z\rangle\), the "1" gives \(\langle z\rangle_0=0\), which is your harmonic result. The cubic term gives \(\sqrt t\,\langle z^4\rangle_0\). The term of order \(t\), which contains the quartic coefficient, is even in \(z\); multiplied by \(z\) it is odd and gives nothing. The denominator is \(1+O(t)\). Therefore

\[
\langle z\rangle=\tfrac34\sqrt t+O(t^{3/2}),\qquad a\langle x\rangle=\sqrt t\,\langle z\rangle=\tfrac34t+O(t^2),
\]

and

\[
\boxed{\langle x\rangle\simeq\frac{3k_BT}{4aD}}
\]

With the numbers inserted,

\[
\langle x\rangle\simeq\frac{3\times0.025852\ \text{eV}}{4\times1.4\ \text{Å}^{-1}\times1\ \text{eV}}=0.01385\ \text{Å}\approx0.014\ \text{Å}=0.0014\ \text{nm}.
\]

For comparison, the harmonic rms stretch is \(\sqrt{k_BT/2c}=0.081\) Å. The mean shift is a small offset of a much wider vibration.

### The same result from force balance

The physical cause is easier to see from the mean force. Since \(V'e^{-V/k_BT}=-k_BT\,\frac{d}{dx}e^{-V/k_BT}\), the integral of \(V'\) over the Boltzmann weight is a boundary term, of relative order \(e^{-1/t}\). Hence \(\langle V'\rangle=0\) to that accuracy. With \(V'=2cx-3gx^2+\dots\), and dropping the quartic and higher terms, which are smaller by a factor of order \(t\),

\[
2c\langle x\rangle=3g\langle x^2\rangle .
\]

The cubic term pushes the atoms apart by \(3gx^2\) whether the bond is momentarily long or short. The mean stretch grows until the harmonic spring balances this push. Using \(\langle x^2\rangle=k_BT/2c\),

\[
\langle x\rangle=\frac{3g}{2c}\,\frac{k_BT}{2c}=\frac{3g\,k_BT}{4c^2}.
\]

For the Morse bond \(g/c^2=Da^3/(D^2a^4)=1/(aD)\), which returns the boxed result. It also explains the dependence on \(a\). At fixed depth, a larger \(a\) makes the well more asymmetric, as \(a^3\), but the squared stiffness grows as \(a^4\), so the elongation falls.

### How good is the leading term?

The full Morse integral can be expanded without first expanding \(V\). Let \(u=1-e^{-ax}\). Then \(V=Du^2\), \(ax=-\ln(1-u)\) and \(dx=du/[a(1-u)]\), so

\[
a\langle x\rangle=\frac{\displaystyle\int\frac{-\ln(1-u)}{1-u}\,e^{-u^2/t}\,du}{\displaystyle\int\frac{1}{1-u}\,e^{-u^2/t}\,du}.
\]

The weight is now a pure Gaussian, and the anharmonicity sits in the other factors. For \(|u|<1\), multiplying \(-\ln(1-u)=\sum_k u^k/k\) by \(1/(1-u)=\sum_m u^m\) gives

\[
\frac{-\ln(1-u)}{1-u}=\sum_{n\ge1}H_nu^n,\qquad H_n=1+\tfrac12+\dots+\tfrac1n .
\]

The even terms survive, with \(H_2=\tfrac32\), \(H_4=\tfrac{25}{12}\), \(H_6=\tfrac{49}{20}\). The Gaussian moments are \(\langle u^2\rangle=\tfrac t2\), \(\langle u^4\rangle=\tfrac{3t^2}4\), \(\langle u^6\rangle=\tfrac{15t^3}8\). Apart from a common factor,

\[
\text{numerator}=\tfrac34t+\tfrac{25}{16}t^2+\tfrac{147}{32}t^3+\dots,
\qquad
\text{denominator}=1+\tfrac12t+\tfrac34t^2+\dots
\]

The inverse of the denominator is \(1-\tfrac12t+(\tfrac14-\tfrac34)t^2=1-\tfrac12t-\tfrac12t^2\) to this order. Multiplying out,

\[
a\langle x\rangle=\tfrac34t+\left(\tfrac{25}{16}-\tfrac38\right)t^2+\left(\tfrac{147}{32}-\tfrac{25}{32}-\tfrac38\right)t^3+\dots
=\tfrac34t+\tfrac{19}{16}t^2+\tfrac{55}{16}t^3+\dots
\]

This is an asymptotic series: the power series in \(u\) fails for \(|u|\ge1\), where the Gaussian weight is at most \(e^{-1/t}\). It describes the bound well and does not see dissociation.

The second term divided by the first is \(19t/12\), or 4.1% at 300 K. The successive sums are 0.01385, 0.01442 and 0.01446 Å. Direct numerical integration of the full potential up to \(L=3\) Å also gives 0.01446 Å, which is 4.4% above the leading value. Both round to 0.014 Å.

At 400 K, a hot chip, the leading law gives 0.0185 Å and the full integral 0.0196 Å, so the shortfall has grown to about 6% of the leading value. The second term alone reaches a tenth of the first at \(t=12/190=0.063\), which for this depth is about 730 K.

### How far away may the cutoff be?

Outside the well the Boltzmann factor is nearly \(e^{-1/t}\), so a long tail adds about \(\tfrac12L^2e^{-1/t}\) to the numerator. The denominator is still dominated by the well, where the Gaussian integral is \(w=\sqrt{\pi t}/a\). The tail adds as much as the leading elongation \(x_1=3k_BT/(4aD)\) when

\[
\frac{L^2e^{-1/t}}{2w}=x_1\quad\Longrightarrow\quad L=\sqrt{2x_1w\,e^{1/t}}=1.9\times10^7\ \text{Å},
\]

or about 2 mm. Moving the cutoff from 3 Å to 1000 Å leaves the mean at 0.01446 Å. For \(L\) so large that the tail also dominates the denominator, the mean tends to \(L/2\); that is the divergence you found.

### Quantum motion

The classical bond has zero elongation at 0 K. A quantum bond does not, because its zero-point vibration also feels the asymmetry. In a stationary state the mean force vanishes too, so \(2c\langle x\rangle=3g\langle x^2\rangle\) still holds at leading order. In a harmonic oscillator half the energy \(E\) is potential, so \(c\langle x^2\rangle=E/2\), and

\[
\langle x\rangle\simeq\frac{3E}{4aD},\qquad E=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}.
\]

The classical law is recovered when \(E\to k_BT\). Take a round reduced mass \(\mu=50\) u. Then \(\hbar\omega=\hbar\sqrt{2c/\mu}=0.0181\) eV and \(E=0.0269\) eV at 300 K. The formula gives 0.0144 Å at 300 K and 0.00485 Å at 0 K.

Diagonalizing the full Morse Hamiltonian gives 0.0150 Å and 0.0049 Å. The stretch measured from the minimum is thus only slightly above the classical one. The *growth* from 0 K to 300 K, however, is 0.0102 Å, about 30% below the full classical value of 0.0145 Å.

This deficit does not disappear on heating. For \(k_BT\gg\hbar\omega\), \(\coth q\simeq1/q+q/3\) gives \(E\simeq k_BT+(\hbar\omega)^2/(12k_BT)\). At leading order the growth from 0 K is then proportional to \(k_BT-\hbar\omega/2\): the slope becomes classical, but a constant offset of about 0.005 Å remains. So 0.014 Å is a length measured from the potential minimum, not from the bond length at 0 K.

### Can you use it for a metal contact?

Not directly. Give the bond a round length \(R_0=3\) Å. The isolated bond then has a strain of \(0.01385/3=0.46\%\) at 300 K, and dividing by 300 K gives a leading-order expansion coefficient of \(1.5\times10^{-5}\) per K. A measured coefficient is a slope; the slope of the full average at 300 K is \(1.7\times10^{-5}\) per K. In a crystal, each atom is held by many bonds, and this changes the answer by more than the other effects above.

Consider a classical face-centred cubic crystal with Morse bonds between nearest neighbours only. Each atom has 12 neighbours, so \(N\) atoms have \(6N\) bonds. Let \(u_L\) be the relative displacement of two neighbours along their bond and \(u_T\) that across it. At spacing \(R_0\) the bonds carry no tension, and the harmonic energy is \(\tfrac12V''u_L^2\) per bond, with \(V''=2c\). Equipartition over \(3N\) vibrations gives

\[
6N\cdot\tfrac12V''\langle u_L^2\rangle=3N\cdot\tfrac12k_BT
\quad\Longrightarrow\quad
\langle u_L^2\rangle=\frac{k_BT}{2V''}=0.00330\ \text{Å}^2,
\]

half the value \(k_BT/V''\) of the isolated bond.

Now let the spacing of the mean sites be \(R=R_0+\delta\). To second order the length of a bond is \(R+u_L+u_T^2/2R\), so its energy is

\[
V(R)+V'(R)\,u_L+\tfrac12V''(R)\,u_L^2+\frac{V'(R)}{2R}\,u_T^2 .
\]

The terms linear in \(u_L\) cancel in the sum over bonds, because the forces on every site balance by symmetry. At zero pressure the free energy is stationary in \(R\), which means that the thermal average of the derivative of the energy with respect to \(R\) vanishes. Near \(R_0\), \(V'(R)\simeq V''\delta\) and \(d(V'/R)/dR\simeq V''/R_0\), so per bond

\[
V''\delta+\tfrac12V'''\langle u_L^2\rangle+\frac{V''}{2R_0}\langle u_T^2\rangle=0 .
\]

With \(V'''=-6g=-6Da^3\) and \(V''=2Da^2\), one has \(-V'''/(2V'')=3a/2\), and

\[
\delta=\frac{3a}{2}\langle u_L^2\rangle-\frac{\langle u_T^2\rangle}{2R_0}.
\]

The transverse variance, counting both directions, has to be summed over the crystal's vibrations; numerically it is 0.00854 Å\(^2\). Then

\[
\delta=2.1\times0.00330-\frac{0.00854}{6}=0.0069-0.0014=0.0055\ \text{Å},
\]

which is 40% of the isolated-bond value. The expansion coefficient becomes \(6.1\times10^{-6}\) per K. These are classical values at leading order in \(T\). At 300 K the higher anharmonic terms raise \(\delta\) by about 1.5% and the slope to about \(6.3\times10^{-6}\) per K, while quantum vibrations lower the slope to between \(5.5\) and \(6.0\times10^{-6}\) per K for atomic masses from 64 to 184 u.

The minus sign has a simple origin: sideways motion lengthens a bond, and the bond then pulls the sites together. The mean *bond length* contains the extra \(\langle u_T^2\rangle/2R_0\), so it grows by \(\tfrac{3a}{2}\langle u_L^2\rangle=3k_BT/(8aD)=0.0069\) Å, half the one-dimensional result.

With six bonds per atom, your depth gives the model crystal a cohesive energy of \(6D=6\) eV per atom, the right order for a transition metal. Near room temperature, transition metals used in chips expand by roughly \(4.5\times10^{-6}\) per K (tungsten) to \(1.7\times10^{-5}\) per K (copper). Both model coefficients fall in that range, so this comparison cannot choose between them. Farther neighbours and the many-atom character of metallic bonding are left out, and I have not estimated their effect. A real plug also breaks the zero-force assumption, because the surrounding material restrains it. In the one-dimensional model, complete restraint at \(\langle x\rangle=0\) removes the elongation and requires a compressive force \(3g\langle x^2\rangle=2cx_1=3.92\times0.01385=0.054\) eV/Å. Partial elastic restraint along the line lies between this and free expansion. Restraint at the sides acts the other way: a plug squeezed sideways as it warms expands more along its axis than a free one. For an isotropic elastic metal with rigid side walls and free ends, the factor is \((1+\nu)/(1-\nu)\), about 1.8 to 2.0 for Poisson's ratios \(\nu\) of 0.28 to 0.34.

For the exercise, then, 0.014 Å is correct for an isolated, classical, force-free bond moving along one line. For a contact, start from a measured expansion coefficient or a calculation for the actual crystal. The numerical output below lists the main computed values.

## Computed values

```
Well depth D: 1.0 eV
Range parameter a: 1.4 per angstrom
Temperature: 300 K
Thermal energy kB T: 0.025852 eV
Ratio t = kB T / D: 0.025852
Quadratic coefficient c: 1.9600 eV/angstrom^2
Cubic coefficient g: 2.7440 eV/angstrom^3
Quartic coefficient f: 2.2409 eV/angstrom^4
Harmonic rms stretch: 0.0812 angstrom
Leading elongation: 0.01385 angstrom
Leading elongation, converted: 0.001385 nm
Elongation through order t^2: 0.01442 angstrom
Elongation through order t^3: 0.01446 angstrom
Full classical average, cutoff 3 angstrom: 0.01446 angstrom
Same, cutoff 1000 angstrom: 0.01446 angstrom
Full over leading, minus one: 4.44 %
Box length where tail matters: 1.88e+07 angstrom
Leading elongation at 400 K: 0.01847 angstrom
Full classical average at 400 K: 0.01959 angstrom
Bond length R0: 3.0 angstrom
Leading strain at 300 K: 0.462 %
Leading expansion coefficient: 1.54e-05 per K
Reduced mass: 50 u
Vibrational quantum: 0.01810 eV
Quantum harmonic mean energy at 300 K: 0.02690 eV
Leading quantum elongation, 300 K: 0.01441 angstrom
Leading quantum elongation, 0 K: 0.00485 angstrom
Full quantum elongation, 300 K: 0.01503 angstrom
Full quantum elongation, 0 K: 0.00486 angstrom
Full quantum growth, 0 to 300 K: 0.01017 angstrom
fcc variance along bond: 0.003297 angstrom^2
fcc variance across bond: 0.008537 angstrom^2
fcc mean bond-length growth: 0.00692 angstrom
fcc site-spacing growth: 0.00550 angstrom
fcc expansion coefficient: 6.11e-06 per K
fcc site growth over isolated bond: 0.397
```
